# Climbing-Band Search and Saddle Verification for Protonated-Ester Cleavage: a numerical check

```python
"""
Claim under test: a climbing-image elastic band finds the saddle for cleavage
of a protonated tertiary ester on a two-state model surface. The saddle has
one imaginary mode, and descent from its two sides reaches the two minima.

Beads: 0 = OH, 1 = acyl carbon with methyl, 2 = ester O, 3 = tert-butyl.
Coordinates q: distances 0-1, 1-2, 2-3, 0-2, 1-3 and a signed triple product.
K1, K2 = force constants; A, B0 = diabatic minima; SHIFT = energy offset;
COUPLING = off-diagonal energy. Hartree atomic units are used internally.
The parameters are round model values, not a fit to a particular resist.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import null_space
from scipy.optimize import brentq, minimize
from scipy.spatial.transform import Rotation

AMU = const.physical_constants["atomic mass constant"][0] / const.m_e
WAVENUMBER = const.physical_constants[
    "hartree-inverse meter relationship"][0] / 100
KJMOL = const.physical_constants["Hartree energy"][0] * const.N_A / 1000
MASS_AMU = np.array([17.0, 27.0, 16.0, 57.0])
MASS = MASS_AMU * AMU
FIRST = np.array([0, 1, 2, 0, 1])
SECOND = np.array([1, 2, 3, 2, 3])
A = np.array([2.4, 2.4, 2.9, 4.2, 4.6, 0.0])
B0 = np.array([2.5, 2.3, 4.6, 4.2, 6.1, 0.0])
K1 = np.array([0.5, 0.4, 0.10, 0.15, 0.04, 5e-5])
K2 = np.array([0.4, 0.6, 0.05, 0.15, 0.02, 5e-5])
SHIFT, COUPLING = 0.02, 0.02


def internal_coordinates(x):
    """Coordinates and their Cartesian derivatives for a stack of geometries."""
    n = len(x)
    difference = x[:, FIRST] - x[:, SECOND]
    distance = np.sqrt(np.sum(difference**2, axis=2))
    unit = difference / distance[:, :, None]
    jac = np.zeros((n, 6, 4, 3))
    rows = np.arange(5)
    jac[:, rows, FIRST] = unit
    jac[:, rows, SECOND] = -unit
    p, m, s = x[:, 0] - x[:, 1], x[:, 2] - x[:, 1], x[:, 3] - x[:, 2]
    dp, dm, ds = np.cross(m, s), np.cross(s, p), np.cross(p, m)
    triple = np.sum(p * dp, axis=1)
    jac[:, 5, 0] = dp
    jac[:, 5, 1] = -dp - dm
    jac[:, 5, 2] = dm - ds
    jac[:, 5, 3] = ds
    return np.column_stack((distance, triple)), jac


def state_data(q):
    e1 = 0.5 * np.sum(K1 * (q - A)**2, axis=-1)
    e2 = SHIFT + 0.5 * np.sum(K2 * (q - B0)**2, axis=-1)
    half_gap = 0.5 * (e1 - e2)
    root = np.sqrt(half_gap**2 + COUPLING**2)
    return 0.5 * (e1 + e2) - root, 0.5 * (1 - half_gap / root), root


def energy_gradient(x):
    q, jac = internal_coordinates(x)
    energy, weight, _ = state_data(q)
    w = weight[:, None]
    gq = w * K1 * (q - A) + (1 - w) * K2 * (q - B0)
    return energy, np.einsum("nk,nkij->nij", gq, jac)


def one_energy_gradient(x):
    energy, gradient = energy_gradient(x[None])
    return energy[0], gradient[0]


def diagonalized_energy(x):
    """Separate energy evaluation from pair norms and a 2 by 2 matrix."""
    q = [np.linalg.norm(x[i] - x[j]) for i, j in zip(FIRST, SECOND)]
    q.append(np.linalg.det([x[0] - x[1], x[2] - x[1], x[3] - x[2]]))
    q = np.array(q)
    e1 = (q - A) @ np.diag(K1) @ (q - A) / 2
    e2 = SHIFT + (q - B0) @ np.diag(K2) @ (q - B0) / 2
    return np.linalg.eigvalsh([[e1, COUPLING], [COUPLING, e2]])[0]


def hessian(x, h=1e-4):
    displacement = h * np.eye(12).reshape(12, 4, 3)
    gp = energy_gradient(x + displacement)[1].reshape(12, 12)
    gm = energy_gradient(x - displacement)[1].reshape(12, 12)
    result = (gp - gm) / (2 * h)
    return 0.5 * (result + result.T)


def refine_stationary(x):
    """Newton search with rigid translations and rotations removed."""
    x = x.copy()
    for _ in range(60):
        gradient = one_energy_gradient(x)[1].ravel()
        if np.linalg.norm(gradient) < 1e-12:
            break
        centred = x - x.mean(axis=0)
        rigid = [np.tile(axis, 4) for axis in np.eye(3)]
        rigid += [np.cross(axis, centred).ravel() for axis in np.eye(3)]
        basis = null_space(np.array(rigid))
        reduced = basis.T @ hessian(x) @ basis
        step = -basis @ np.linalg.solve(reduced, basis.T @ gradient)
        step *= min(1.0, 0.2 / max(np.linalg.norm(step), 1e-30))
        x += step.reshape(4, 3)
    return x


def planar_geometry(q):
    """Place both outer beads on the same side of the acyl C-O bond."""
    r01, r12, r23, r02, r13 = q[:5]
    x0 = (r01**2 + r12**2 - r02**2) / (2 * r12)
    x3 = (r13**2 + r12**2 - r23**2) / (2 * r12)
    return np.array([[x0, np.sqrt(r01**2 - x0**2), 0], [0, 0, 0],
                     [r12, 0, 0], [x3, np.sqrt(r13**2 - x3**2), 0]])


def optimize_minimum(x):
    def objective(y):
        e, g = one_energy_gradient(y.reshape(4, 3))
        return e, g.ravel()
    result = minimize(objective, x.ravel(), jac=True, method="BFGS",
                      options={"gtol": 1e-7, "maxiter": 500})
    return refine_stationary(result.x.reshape(4, 3))


def normal_modes(x):
    scale = np.repeat(np.sqrt(MASS), 3)
    values, vectors = np.linalg.eigh(hessian(x) / np.outer(scale, scale))
    frequencies = np.sign(values) * np.sqrt(abs(values)) * WAVENUMBER
    return values, frequencies, vectors


def relax_band(initial, climb, max_steps=6000, tolerance=1e-6):
    path = initial.copy()
    velocity = np.zeros_like(path[1:-1])
    spring = 0.2
    for iteration in range(max_steps):
        energy, gradient = energy_gradient(path)
        ahead, behind = path[2:] - path[1:-1], path[1:-1] - path[:-2]
        ef, eb = energy[2:] - energy[1:-1], energy[:-2] - energy[1:-1]
        high = np.maximum(abs(ef), abs(eb))
        low = np.minimum(abs(ef), abs(eb))
        wf = np.where(ef > eb, high, low)
        wb = np.where(ef > eb, low, high)
        rising, falling = (ef > 0) & (eb < 0), (ef < 0) & (eb > 0)
        wf = np.where(rising, 1.0, np.where(falling, 0.0, wf))
        wb = np.where(rising, 0.0, np.where(falling, 1.0, wb))
        tangent = wf[:, None, None] * ahead + wb[:, None, None] * behind
        tangent /= np.sqrt(np.sum(tangent**2, axis=(1, 2)))[:, None, None]
        force = -gradient[1:-1]
        parallel = np.sum(force * tangent, axis=(1, 2))
        stretch = spring * (np.sqrt(np.sum(ahead**2, axis=(1, 2)))
                            - np.sqrt(np.sum(behind**2, axis=(1, 2))))
        band = force + (stretch - parallel)[:, None, None] * tangent
        top = int(np.argmax(energy[1:-1]))
        if climb:
            band[top] = force[top] - 2 * parallel[top] * tangent[top]
        residual = np.max(abs(band))
        if residual < tolerance:
            break
        velocity = 0.7 * velocity + 0.3 * band
        path[1:-1] += velocity
    return path, top + 1, residual, iteration


def descend(start, masses):
    """Steepest descent in the metric set by the masses."""
    def flow(_, y):
        gradient = one_energy_gradient(y.reshape(4, 3))[1]
        return -(gradient / masses[:, None]).ravel()
    solution = solve_ivp(flow, (0, 5e8), start.ravel(), method="BDF",
                         rtol=1e-7, atol=1e-9)
    assert solution.success
    return solution.y.T.reshape(-1, 4, 3)


def path_distance(points, branches):
    """Largest distance from points to a curve, using the five distances."""
    samples = []
    for branch in branches:
        q = internal_coordinates(branch)[0][:, :5]
        for fraction in np.linspace(0, 1, 11):
            samples.append(q[:-1] + fraction * (q[1:] - q[:-1]))
    curve = np.concatenate(samples)
    q = internal_coordinates(points)[0][:, :5]
    return max(np.min(np.linalg.norm(curve - item, axis=1)) for item in q)


# Check the gradient at a nonplanar geometry.
rng = np.random.default_rng(4)
trial = planar_geometry(0.5 * (A + B0)) + 0.1 * rng.normal(size=(4, 3))
numerical = np.zeros((4, 3))
for bead in range(4):
    for axis in range(3):
        shift = np.zeros((4, 3))
        shift[bead, axis] = 1e-5
        numerical[bead, axis] = (diagonalized_energy(trial + shift)
                                 - diagonalized_energy(trial - shift)) / 2e-5
gradient_error = np.max(abs(numerical - one_energy_gradient(trial)[1]))
assert gradient_error < 1e-8

# Optimize and align the endpoints, then relax a deliberately nonplanar band.
reactant = optimize_minimum(planar_geometry(A))
product = optimize_minimum(planar_geometry(B0))
reactant -= reactant.mean(axis=0)
product -= product.mean(axis=0)
rotation, _ = Rotation.align_vectors(reactant, product)
product = rotation.apply(product)
fraction = np.linspace(0, 1, 11)
initial = (reactant + fraction[:, None, None] * (product - reactant))
initial[:, 0, 2] += 0.3 * np.sin(np.pi * fraction)
initial_triple = np.max(abs(internal_coordinates(initial)[0][:, 5]))
plain, plain_top, plain_residual, plain_steps = relax_band(initial, False)
band, top, band_residual, band_steps = relax_band(plain, True)
climbing_gradient = np.linalg.norm(one_energy_gradient(band[top])[1])
assert plain_residual < 1e-3
assert band_residual < 1e-4 and climbing_gradient < 1e-5
saddle = refine_stationary(band[top])
points = np.array([reactant, saddle, product])
energies, gradients = energy_gradient(points)
assert np.max(abs(gradients)) < 1e-10
plain_error = energy_gradient(plain)[0].max() - energies[1]
climb_error = energy_gradient(band)[0].max() - energies[1]
assert abs(climb_error) < 1e-8 and abs(climb_error) < abs(plain_error)

# Enumerate stationary points without a band or a Cartesian optimization.
def stationary_q(weight):
    stiffness = weight * K1 + (1 - weight) * K2
    return (weight * K1 * A + (1 - weight) * K2 * B0) / stiffness


def weight_mismatch(weight):
    return weight - state_data(stationary_q(weight))[1]


weights = np.linspace(0, 1, 2001)
mismatch = np.array([weight_mismatch(w) for w in weights])
roots = [brentq(weight_mismatch, weights[i], weights[i + 1], xtol=1e-14)
         for i in range(2000) if mismatch[i] * mismatch[i + 1] < 0]
assert len(roots) == 3
roots = roots[::-1]
root_q = np.array([stationary_q(w) for w in roots])
point_q, point_jac = internal_coordinates(points)
enumeration_error = np.max(abs(root_q - point_q))
assert enumeration_error < 1e-6
assert np.allclose(state_data(root_q)[0], energies, atol=1e-10)

# Compare Cartesian vibrations with internal-coordinate vibrations.
modes = [normal_modes(x) for x in points]
vibrations = []
largest_zero = 0.0
gf_error = 0.0
for index, (values, frequencies, _) in enumerate(modes):
    order = np.argsort(abs(values))
    largest_zero = max(largest_zero, np.max(abs(frequencies[order[:6]])))
    cartesian = np.sort(values[order[6:]])
    vibrations.append(np.sort(frequencies[order[6:]]))
    q = root_q[index]
    _, w, root = state_data(q)
    slope = 0.5 * (K1 * (q - A) - K2 * (q - B0))
    fq = np.diag(w * K1 + (1 - w) * K2)
    fq -= COUPLING**2 / root**3 * np.outer(slope, slope)
    jac = point_jac[index].reshape(6, 12)
    gmatrix = (jac / np.repeat(MASS, 3)) @ jac.T
    internal = np.sort(np.linalg.eigvals(gmatrix @ fq).real)
    gf_error = max(gf_error, np.max(abs(internal / cartesian - 1)))
    assert np.sum(frequencies < -20) == (1 if index == 1 else 0)
    assert np.linalg.matrix_rank(jac) == 6
assert largest_zero < 1.0 and gf_error < 1e-4

# A quarter-turn stationary point must be rejected as a transition state.
axis = saddle[2] - saddle[1]
axis /= np.linalg.norm(axis)
turned = saddle.copy()
turned[0] = saddle[1] + Rotation.from_rotvec(axis * np.pi / 2).apply(
    saddle[0] - saddle[1])
turned = refine_stationary(turned)
turned_energy, turned_gradient = one_energy_gradient(turned)
turned_frequencies = normal_modes(turned)[1]
turned_jac = internal_coordinates(turned[None])[1][0].reshape(6, 12)
turned_singular = np.linalg.svd(turned_jac, compute_uv=False)
assert np.linalg.norm(turned_gradient) < 1e-9
assert np.sum(turned_frequencies < -20) == 2
assert turned_singular[-1] < 1e-5 * turned_singular[0]

# Follow both signs of the imaginary mode in two metrics.
mode = modes[1][2][:, 0].reshape(4, 3) / np.sqrt(MASS)[:, None]
mode /= np.linalg.norm(mode)
mode_q = point_jac[1].reshape(6, 12) @ mode.ravel()
if mode_q[2] < 0:
    mode, mode_q = -mode, -mode_q
weighted = [descend(saddle + sign * 0.02 * mode, MASS) for sign in (-1, 1)]
equal_mass = np.full(4, MASS.mean())
unweighted = [descend(saddle + sign * 0.02 * mode, equal_mass)
              for sign in (-1, 1)]
endpoint_errors, lengths = [], []
for branch, target in zip(weighted, (point_q[0], point_q[2])):
    final_q = internal_coordinates(branch[-1:])[0][0]
    endpoint_errors.append(np.max(abs(final_q[:5] - target[:5])))
    assert abs(final_q[5]) < 1e-4
    assert np.max(np.diff(energy_gradient(branch)[0])) < 1e-8
    steps = np.diff(branch, axis=0) * np.sqrt(MASS_AMU)[None, :, None]
    lengths.append(np.sum(np.sqrt(np.sum(steps**2, axis=(1, 2)))))
assert max(endpoint_errors) < 1e-4
for branch, target in zip(unweighted, (point_q[0], point_q[2])):
    final_q = internal_coordinates(branch[-1:])[0][0]
    assert np.max(abs(final_q[:5] - target[:5])) < 1e-4
unweighted_distance = path_distance(band[1:-1], unweighted)
weighted_distance = path_distance(band[1:-1], weighted)
assert unweighted_distance < 0.1


def row(values, digits=4):
    return " ".join(f"{value:.{digits}f}" for value in values)


print("Distance order: OH-acyl, acyl-O, O-tBu, OH-O, acyl-tBu")
print("Bead masses (amu):", row(MASS_AMU, 1))
print("State 1 distances (bohr):", row(A[:5], 2))
print("State 2 distances (bohr):", row(B0[:5], 2))
print("State 1 distance force constants (hartree/bohr^2):", row(K1[:5], 2))
print("State 2 distance force constants (hartree/bohr^2):", row(K2[:5], 2))
print(f"Triple-product force constant (hartree/bohr^6): {K1[5]:.1e}")
print(f"State offset and coupling (hartree): {SHIFT:.3f} {COUPLING:.3f}")
print(f"Gradient check, largest error (hartree/bohr): {gradient_error:.1e}")
print(f"Images including endpoints (count): {len(band)}")
print(f"Initial largest triple product (bohr^3): {initial_triple:.3f}")
print(f"Ordinary and climbing band updates (count): {plain_steps} {band_steps}")
print(f"Ordinary band residual (hartree/bohr): {plain_residual:.1e}")
print(f"Climbing band residual (hartree/bohr): {band_residual:.1e}")
print(f"Climbing image gradient norm (hartree/bohr): {climbing_gradient:.1e}")
print(f"Ordinary band top minus saddle (hartree): {plain_error:.3e}")
print(f"Climbing band top minus saddle (hartree): {climb_error:.3e}")
for name, q, e, w, freq in zip(("Reactant", "Saddle", "Product"),
                               point_q, energies, roots, vibrations):
    print(f"{name} distances (bohr):", row(q[:5]))
    print(f"{name} energy (hartree): {e:.7f}; state 1 weight: {w:.5f}")
    print(f"{name} vibrations, negative=imaginary (cm^-1):", row(freq, 1))
for name, barrier in (("Forward", energies[1] - energies[0]),
                      ("Reverse", energies[1] - energies[2])):
    print(f"{name} barrier: {barrier:.6f} hartree = {barrier*KJMOL:.2f} kJ/mol")
print(f"Stationary points from root search (count): {len(roots)}")
print(f"Root search coordinate error (bohr or bohr^3): {enumeration_error:.1e}")
print(f"Largest rigid-body frequency (cm^-1): {largest_zero:.3f}")
print(f"Largest relative GF eigenvalue error: {gf_error:.1e}")
print("Imaginary-mode distance changes / O-tBu change:",
      row(mode_q[:5] / mode_q[2]))
print("Quarter-turn imaginary modes, shown negative (cm^-1):",
      row(turned_frequencies[:2], 1))
print(f"Quarter-turn energy above saddle (hartree): "
      f"{turned_energy-energies[1]:.6f}")
print("Reactant, product path lengths (amu^1/2 bohr):", row(lengths, 3))
print(f"Reactant descent endpoint error (bohr): {endpoint_errors[0]:.1e}")
print(f"Product descent endpoint error (bohr): {endpoint_errors[1]:.1e}")
print(f"Band to unweighted path, largest distance (bohr): "
      f"{unweighted_distance:.4f}")
print(f"Band to mass-weighted path, largest distance (bohr): "
      f"{weighted_distance:.4f}")
print("tests ok")
```

Printed output:

```
Distance order: OH-acyl, acyl-O, O-tBu, OH-O, acyl-tBu
Bead masses (amu): 17.0 27.0 16.0 57.0
State 1 distances (bohr): 2.40 2.40 2.90 4.20 4.60
State 2 distances (bohr): 2.50 2.30 4.60 4.20 6.10
State 1 distance force constants (hartree/bohr^2): 0.50 0.40 0.10 0.15 0.04
State 2 distance force constants (hartree/bohr^2): 0.40 0.60 0.05 0.15 0.02
Triple-product force constant (hartree/bohr^6): 5.0e-05
State offset and coupling (hartree): 0.020 0.020
Gradient check, largest error (hartree/bohr): 7.8e-12
Images including endpoints (count): 11
Initial largest triple product (bohr^3): 2.249
Ordinary and climbing band updates (count): 1115 881
Ordinary band residual (hartree/bohr): 1.0e-06
Climbing band residual (hartree/bohr): 1.0e-06
Climbing image gradient norm (hartree/bohr): 8.1e-08
Ordinary band top minus saddle (hartree): -9.728e-04
Climbing band top minus saddle (hartree): 4.980e-13
Reactant distances (bohr): 2.4022 2.3960 2.9232 4.2000 4.6205
Reactant energy (hartree): -0.0032895; state 1 weight: 0.97304
Reactant vibrations, negative=imaginary (cm^-1): 105.5 144.7 364.1 477.0 1115.4 1199.9
Saddle distances (bohr): 2.4655 2.3220 3.8220 4.2000 5.4135
Saddle energy (hartree): 0.0272376; state 1 weight: 0.29673
Saddle vibrations, negative=imaginary (cm^-1): -564.1 84.0 179.4 401.4 1100.0 1220.3
Product distances (bohr): 2.4982 2.3010 4.5518 4.2000 6.0575
Product energy (hartree): 0.0176619; state 1 weight: 0.01437
Product vibrations, negative=imaginary (cm^-1): 73.7 208.0 276.2 416.8 1084.8 1325.4
Forward barrier: 0.030527 hartree = 80.15 kJ/mol
Reverse barrier: 0.009576 hartree = 25.14 kJ/mol
Stationary points from root search (count): 3
Root search coordinate error (bohr or bohr^3): 1.0e-12
Largest rigid-body frequency (cm^-1): 0.030
Largest relative GF eigenvalue error: 6.3e-08
Imaginary-mode distance changes / O-tBu change: 0.1213 -0.1677 1.0000 0.0633 0.5256
Quarter-turn imaginary modes, shown negative (cm^-1): -505.3 -98.9
Quarter-turn energy above saddle (hartree): 0.004428
Reactant, product path lengths (amu^1/2 bohr): 5.371 4.169
Reactant descent endpoint error (bohr): 3.3e-12
Product descent endpoint error (bohr): 4.5e-10
Band to unweighted path, largest distance (bohr): 0.0285
Band to mass-weighted path, largest distance (bohr): 0.0838
tests ok
```
